# The Sterman–Weinberg two-jet fraction in massless QED at first order

## 1. A soft photon from two back-to-back charges

A virtual photon of squared mass $s$ decays at rest into massless particles of charge $\pm e$, each with energy $E=\sqrt s/2$. I use $\hbar=c=1$ and $e^2=4\pi\alpha$. Let one photon of momentum $k$ and energy $\omega\ll E$ be emitted.

For emission from the outgoing fermion, the numerator of the added propagator reduces through $\bar u(p_1)\gamma^\beta\gamma\!\cdot\! p_1=2p_1^\beta\bar u(p_1)$, and the denominator is $(p_1+k)^2=2p_1\!\cdot\! k$. The antifermion gives the same form with opposite sign. The amplitude is therefore multiplied by $e(p_1^\beta/p_1\!\cdot\! k-p_2^\beta/p_2\!\cdot\! k)$. Summing polarizations with $-g_{\beta\beta'}$ gives

$$\frac{2e^2\,p_1\!\cdot\! p_2}{(p_1\!\cdot\! k)(p_2\!\cdot\! k)}
=\frac{4e^2E^2}{E^2\omega^2(1-\cos\theta)(1+\cos\theta)}=\frac{4e^2}{\omega^2\sin^2\theta}.$$

With $d^3k/[(2\pi)^32\omega]=\omega\,d\omega\,d\cos\theta/(8\pi^2)$, the emission probability is

$$dP=\frac{2\alpha}{\pi}\frac{d\omega}{\omega}\frac{d\theta}{\sin\theta}.$$

Call the event two-jet if some axis exists for which at most a fraction $\varepsilon$ of the total energy lies outside two opposite cones of half-angle $\delta$. The axis may be placed between the photon and the nearer charge, so the photon spoils the event only if it is more than $2\delta$ from both charge directions. Its energy must also exceed $\varepsilon\sqrt s=2\varepsilon E$. Since $\int_{2\delta}^{\pi-2\delta}d\theta/\sin\theta=2\ln\cot\delta$,

$$P_{3}\simeq\frac{4\alpha}{\pi}\ln\frac1\delta\,\ln\frac1{2\varepsilon}
=\frac{4\alpha}{\pi}\ln\delta\,\ln(2\varepsilon).$$

This is positive and lowers the two-jet fraction. The soft formula was used up to $\omega=E$, and recoil of the charges was ignored. The first affects single logarithms; the second turns out to require a condition on the cuts.

## 2. When are three particles two jets?

Let $x_i=2E_i/\sqrt s$ and $a_i=1-x_i$, with 1 and 2 charged and 3 the photon. Energy conservation gives $a_1+a_2+a_3=1$. For distinct $i,j,k$, the invariant mass of a pair can be written in two ways:

$$(p_i+p_j)^2=s\,a_k=s\,x_ix_j\sin^2\frac{\theta_{ij}}2 .$$

Because $x_ix_j=(1-a_i)(1-a_j)=a_k+a_ia_j$, it follows that

$$\sin^2\frac{\theta_{ij}}2=\frac{a_k}{x_ix_j},\qquad
\cos^2\frac{\theta_{ij}}2=\frac{a_ia_j}{x_ix_j}.$$

Take $\varepsilon<1/2$ and narrow cones. Two particles together carry at least half the energy, so at most one may be left outside.

- If none is outside, two share a cone and $\theta_{ij}\le2\delta$. Conversely, if $\theta_{ij}\le2\delta$, put the axis on their bisector. The third particle is opposite to $\mathbf p_i+\mathbf p_j$, which lies between them, so it is in the other cone.
- If $k$ is outside, then $x_k\le2\varepsilon$. The other two either share a cone, which is the previous case, or lie in opposite cones. The latter is possible when $\pi-\theta_{ij}\le2\delta$, with the axis bisecting $\mathbf p_i$ and $-\mathbf p_j$.

A direct search over axes agreed with this rule for all 394 events compared.

How large can the recoil be? At fixed $x_k=a_i+a_j$, put $Q=a_ia_j\le x_k^2/4$. Then

$$\sin^2\frac{\pi-\theta_{ij}}2=\frac{Q}{1-x_k+Q}
\le\left(\frac{x_k/2}{1-x_k/2}\right)^2\le\left(\frac{\varepsilon}{1-\varepsilon}\right)^2,$$

since the middle expression grows with $Q$. Hence, if

$$\boxed{\frac{\varepsilon}{1-\varepsilon}\le\sin\delta},$$

dropping a particle with $x_k\le2\varepsilon$ always leaves a two-jet event. Three-jet events are then those with all $\theta_{ij}>2\delta$ and all $x_k>2\varepsilon$. I assume this condition until Section 7.

## 3. From soft to hard photons

The total rate will need dimensional regularization, so I compute in $D=4-2\kappa$. Write $\hat p=\gamma\!\cdot\! p$. Moving $\gamma^\beta$ to the right by anticommutation gives successively

$$\gamma^\beta\hat a\gamma_\beta=-(D-2)\hat a,\qquad
\gamma^\beta\hat a\hat b\gamma_\beta=4a\!\cdot\! b-2\kappa\hat a\hat b,$$
$$\gamma^\beta\hat a\hat b\hat c\gamma_\beta=-2\hat c\hat b\hat a+2\kappa\hat a\hat b\hat c .$$

Average over event orientation. Current conservation then leaves only the trace of the tensor that couples to the virtual photon, so its indices are contracted with $-g_{\mu\nu}$. With $A=p_1+k$ and $C=p_2+k$, the emission amplitude contains

$$M^{\beta\mu}=\frac{\gamma^\beta\hat A\gamma^\mu}{s a_2}-\frac{\gamma^\mu\hat C\gamma^\beta}{s a_1},$$

because $2p_1\!\cdot\! k=sa_2$ and $2p_2\!\cdot\! k=sa_1$. The square of the first term is

$$\frac{(D-2)^2}{s^2a_2^2}{\rm Tr}[\hat p_1\hat k\hat p_2\hat k]
=8(1-\kappa)^2\frac{a_1}{a_2}.$$

The second gives the same with $1\leftrightarrow2$. The interference is $-2X/(s^2a_1a_2)$, where

$$\begin{aligned}
X&={\rm Tr}[\hat p_1\gamma^\beta\hat A\gamma^\mu\hat p_2\gamma_\beta\hat C\gamma_\mu]\\
&=-2\{4A\!\cdot\! C\,{\rm Tr}[\hat p_1\hat p_2]-2\kappa{\rm Tr}[\hat p_1\hat p_2\hat A\hat C]\}\\
&\quad+2\kappa\{4p_2\!\cdot\! C\,{\rm Tr}[\hat p_1\hat A]-2\kappa{\rm Tr}[\hat p_1\hat A\hat p_2\hat C]\}.
\end{aligned}$$

Here $A\!\cdot\! C=s/2$, $p_2\!\cdot\! C=sa_1/2$, ${\rm Tr}[\hat p_1\hat p_2]=2sa_3$ and ${\rm Tr}[\hat p_1\hat A]=2sa_2$. Expanding the four-vector traces and using $a_1+a_2+a_3=1$ gives $2s^2a_3$ for the first and $2s^2a_1a_2$ for the second. Thus $X=8(1-\kappa)s^2(-a_3+\kappa a_1a_2)$. The sum of all terms is

$$\frac{8(1-\kappa)}{a_1a_2}\left[a_1^2+a_2^2+2a_3-\kappa(a_1+a_2)^2\right].$$

The first three terms in the bracket equal $x_1^2+x_2^2$, and $a_1+a_2=x_3$. Dividing by the trace without emission, $4(1-\kappa)s$, and restoring $e^2$ gives

$$R=\frac{2e^2}{s}\frac{x_1^2+x_2^2-\kappa x_3^2}{a_1a_2}.$$

Soft limit: $R\to4e^2/(sa_1a_2)$, which is the factor $2e^2p_1\!\cdot\! p_2/[(p_1\!\cdot\! k)(p_2\!\cdot\! k)]$ of Section 1.

For phase space, the two-body volume follows from the solid angle in $D-1$ dimensions:

$$\Phi_2(s)=\frac1{8\pi}\left(\frac{4\pi}{s}\right)^\kappa\frac{\Gamma(1-\kappa)}{\Gamma(2-2\kappa)}.$$

Treat the charged pair as an intermediate body of squared mass $sa_3$. Its production has volume $\Phi_2(s)(1-a_3)^{1-2\kappa}$, its decay $\Phi_2(s)a_3^{-\kappa}$, and the mass integral is $s\,da_3/(2\pi)$. In the pair's rest frame let $v=(1+\cos\chi)/2$, where $\chi$ is the decay angle measured so that $a_1=(1-a_3)v$. Its normalized distribution is $\Gamma(2-2\kappa)[v(1-v)]^{-\kappa}/\Gamma(1-\kappa)^2$. Since $da_1da_2=(1-a_3)da_3dv$,

$$\frac{d\Phi_3}{\Phi_2}=\frac{s}{16\pi^2}\left(\frac{4\pi}{s}\right)^\kappa
\frac{(a_1a_2a_3)^{-\kappa}}{\Gamma(1-\kappa)}da_1da_2.$$

At $\kappa=0$, the normalized emission rate is

$$\frac{d\sigma}{\sigma_0}=\frac{\alpha}{2\pi}\frac{x_1^2+x_2^2}{a_1a_2}da_1da_2. \tag{1}$$

Here $\sigma_0$ is the rate without radiative corrections.

## 4. Why the virtual correction need not be integrated over jet cuts

An event without a real photon is two-jet. If the total rate is $\sigma_0[1+O(\alpha)]$ with a finite coefficient, then

$$f=1-\frac{\sigma_3}{\sigma_{\rm tot}}=1-\frac{\sigma_3}{\sigma_0}+O(\alpha^2),$$

and (1), integrated over the three-jet region, is enough. Finiteness must be shown, since both the real and virtual parts diverge.

**Real part.** Let $\mu$ keep the coupling dimensionless. Then

$$\frac{\sigma_R}{\sigma_0}=\frac{\alpha}{2\pi}\left(\frac{4\pi\mu^2}{s}\right)^\kappa\frac{I}{\Gamma(1-\kappa)},$$

where $I$ is the integral of $(x_1^2+x_2^2-\kappa x_3^2)(a_1a_2)^{-1-\kappa}a_3^{-\kappa}$. Expand the numerator as $2-2a_1-2a_2+(1-\kappa)(a_1^2+a_2^2)-2\kappa a_1a_2$. Each term is a simplex integral

$$\int a_1^{p-1}a_2^{q-1}a_3^{r-1}da_1da_2=\frac{\Gamma(p)\Gamma(q)\Gamma(r)}{\Gamma(p+q+r)}.$$

Extracting $H=\Gamma(1-\kappa)^3/\Gamma(1-3\kappa)$ gives

$$\begin{aligned}\frac IH&=\frac2{\kappa^2}+\frac4{\kappa(1-3\kappa)}
-\frac{2[(1-\kappa)^2+\kappa^2]}{\kappa(2-3\kappa)(1-3\kappa)}\\
&=\frac2{\kappa^2}+\frac3\kappa+\frac{19}2+O(\kappa).\end{aligned}$$

**Virtual part.** With photon loop momentum $r$, the Feynman rules give

$$\Lambda^\mu=-ie^2\mu^{2\kappa}\!\int\!\frac{d^Dr}{(2\pi)^D}
\frac{\gamma^\beta(\hat p_1+\hat r)\gamma^\mu(\hat r-\hat p_2)\gamma_\beta}{r^2(r+p_1)^2(r-p_2)^2}.$$

Feynman parameters $x,y$ for the last two denominators and $r=\ell-xp_1+yp_2$ turn the denominator into $(\ell^2-\Delta)^3$, with $\Delta=-xys$ and prefactor 2. Terms odd in $\ell$ vanish. For the quadratic term, $\ell^\rho\ell^\tau\to g^{\rho\tau}\ell^2/D$ gives $\gamma^\mu\ell^2(D-2)^2/D$.

In the remainder, massless spinors remove $\hat p_1$ at the left and $\hat p_2$ at the right. They also give $\hat p_2\gamma^\mu\hat p_1\to-s\gamma^\mu$. The three-matrix identity then yields

$$s[-2(1-x)(1-y)+2\kappa xy]\gamma^\mu.$$

Wick rotation, $\ell^0=i\ell_E^0$, and radial integration give

$$\int\!\frac{d^D\ell}{(2\pi)^D}\frac{\{1,\ell^2\}}{(\ell^2-\Delta)^3}
=\frac{i}{(4\pi)^{2-\kappa}}\left\{-\frac{\Gamma(1+\kappa)}{2\Delta^{1+\kappa}},\frac{D\,\Gamma(\kappa)}{4\Delta^\kappa}\right\}.$$

Since $-i\cdot i=1$ and $s\Delta^{-1-\kappa}=-(-s)^{-\kappa}(xy)^{-1-\kappa}$, the correction is $\Lambda^\mu=F\gamma^\mu$, where

$$F=\frac{\alpha}{2\pi}\left(\frac{4\pi\mu^2}{-s}\right)^\kappa\Gamma(1+\kappa)V,$$
$$V=\int_{x+y<1}\!\!dx\,dy\left\{\frac{(1-\kappa)^2}{\kappa(xy)^\kappa}
-\frac{(1-x)(1-y)-\kappa xy}{(xy)^{1+\kappa}}\right\}.$$

The same simplex integrals, with $G=\Gamma(1-\kappa)^2/\Gamma(1-2\kappa)$, give

$$\begin{aligned}
\frac VG&=\frac{1-\kappa}{2\kappa(1-2\kappa)}-\frac1{\kappa^2}
-\frac2{\kappa(1-2\kappa)}-\frac1{2(1-2\kappa)}\\
&=-\frac{2-\kappa+2\kappa^2}{2\kappa^2(1-2\kappa)}
=-\frac1{\kappa^2}-\frac3{2\kappa}-4+O(\kappa).
\end{aligned}$$

The massless on-shell self-energy has no scale and vanishes after continuation in $D$; its ultraviolet and infrared poles cancel. The Ward identity cancels the ultraviolet divergence of the vertex against that of the wave-function factor, so the remaining poles are infrared.

The virtual rate is $2{\rm Re}F$, containing $\cos(\pi\kappa)$ from $(-s)^{-\kappa}$. Using $\ln\Gamma(1-\kappa)=\gamma_E\kappa+\pi^2\kappa^2/12+O(\kappa^3)$, both gamma-function prefactors,

$$\frac{\Gamma(1-\kappa)^2}{\Gamma(1-3\kappa)}\quad\hbox{and}\quad
\cos(\pi\kappa)\Gamma(1+\kappa)G,$$

are $\exp[-\gamma_E\kappa-7\pi^2\kappa^2/12+O(\kappa^3)]$. All poles therefore cancel:

$$\frac{\sigma_{\rm tot}}{\sigma_0}=1+\frac\alpha\pi\left(\frac{19}4-4\right)
=1+\frac{3\alpha}{4\pi}.$$

With the common factor $(4\pi\mu^2/s)^\kappa$ set to one, at $\kappa=-0.01$ the real and virtual coefficients of $\alpha/\pi$ are 9906.057 and −9905.287, with sum 0.770. Their sum tends to 0.750 as $\kappa\to0$. Vacuum polarization of the decaying photon would multiply all these rates alike and drops out of $f$ at this order.

## 5. Integrating the three-jet region

Set $z=x_3$, $a_1=zu$, $a_2=z(1-u)$, so $da_1da_2=z\,dz\,du$. In (1),

$$x_1^2+x_2^2=2-2z+z^2[u^2+(1-u)^2]
=1+(1-z)^2-2z^2u(1-u).$$

Thus $\sigma_3/\sigma_0=(\alpha/2\pi)K$, with

$$K=\int\frac{dz}{z}\,du\left\{\frac{1+(1-z)^2}{u(1-u)}-2z^2\right\}.$$

Let $S=\sin^2\delta$. The cut $\theta_{23}>2\delta$ means $a_1>Sx_2x_3$, or $u>S[1-z(1-u)]$. Hence

$$u_{\min}=\frac{S(1-z)}{1-Sz},\qquad 1-u_{\min}=\frac{1-S}{1-Sz}.$$

The cut on $\theta_{13}$ gives the mirror limit $u<1-u_{\min}$. Therefore

$$\int_{u_{\min}}^{1-u_{\min}}\frac{du}{u(1-u)}
=2\ln\frac{1-u_{\min}}{u_{\min}}
=2\ln\frac{\cot^2\delta}{1-z}.$$

The factor $1-z$ comes from recoil, through the reduced charge energies in the angular cuts: the allowed range of $\ln[u/(1-u)]$ widens as the photon becomes harder.

The other cuts do not change the logarithms or the constant. Requiring $\theta_{12}>2\delta$ removes a strip of width $O(\delta^2)$ at $z\to1$. Requiring $x_1,x_2>2\varepsilon$ removes strips of width $O(\varepsilon)$, with at most a collinear logarithm. Dropping these powers and replacing $\cot\delta$ by $1/\delta$ leaves

$$K=\int_{2\varepsilon}^1\!dz\left\{2\left(\frac2z-2+z\right)
[-2\ln\delta-\ln(1-z)]-2z\right\}.$$

The logarithmic part uses

$$\int_{2\varepsilon}^1dz\left(\frac2z-2+z\right)=-2\ln(2\varepsilon)-\frac32+O(\varepsilon).$$

For the constant, expand $\ln(1-z)$ in powers of $z$. The integrals from 0 to 1 of $\ln(1-z)$ times $1/z$, 1 and $z$ are $-\pi^2/6$, $-1$ and $-3/4$. Consequently

$$\begin{aligned}
K&=8\ln\delta\ln(2\varepsilon)+6\ln\delta
-2\left(-\frac{\pi^2}3+2-\frac34\right)-1\\
&=2\left[4\ln\delta\ln(2\varepsilon)+3\ln\delta+\frac{\pi^2}3-\frac74\right].
\end{aligned}$$

The two-jet fraction is therefore

$$\boxed{f=1-\frac\alpha\pi\left[4\ln\delta\ln(2\varepsilon)+3\ln\delta+\frac{\pi^2}3-\frac74\right]},\tag{2}$$

up to $O(\alpha^2)$ and powers of the cuts times logarithms. The leading dropped terms in the bracket are $4\varepsilon\ln(1/\delta)-4\varepsilon$ and $\frac43\delta^2\ln(2\varepsilon)+\delta^2$. The second pair comes from $\ln\cot\delta=-\ln\delta-\delta^2/3+\dots$ and grows as $\varepsilon\to0$ at fixed $\delta$, so $\delta^2|\ln(2\varepsilon)|$ must also be small. The first term is the soft result of Section 1. The term $3\ln\delta$ comes from the $-3/2$ in the energy integral: hard collinear emission is weaker than the soft formula extended to $z=1$.

The constant depends on normalization. Dividing the two-jet rate by $\sigma_0$ instead of $\sigma_{\rm tot}$ adds $3\alpha/4\pi$ to the result and changes $-7/4$ to $-5/2$.

## 6. Reading two numerical cases

Write the first-order result as $f=1-(\alpha/\pi)B$. Where (2) applies, $B$ is its bracket, up to powers of the cuts; direct integration gives $B$ for any cuts. I use the low-energy fine-structure constant as a model coupling, so $\alpha/\pi=0.0023228$. In massless QED the coupling depends on scale, but changing that scale affects $f$ only beyond the order computed here.

**First cuts:** $\varepsilon=0.02$, $\delta=0.1$ rad, or $5.73^\circ$. The condition holds, since $0.0204<0.0998$. Then

$$B=29.647-6.908+1.540=24.279,$$
$$f=1-0.0023228\times24.279=0.944.$$

The leading term alone gives $f=0.931$. Its reduction, 0.0689, is about 22% larger than the full first-order reduction, 0.0564. Direct integration of (1) with the jet rule gives $B=24.345$, a difference of 0.066, or 0.3% of $B$.

**Tighter cuts:** $\varepsilon=10^{-4}$, $\delta=0.02$ rad, or $1.15^\circ$. Now

$$B=133.278-11.736+1.540=123.082,\qquad f=0.714.$$

Direct integration gives 123.079. The difference has shrunk to $-0.003$. This is the size of the dropped terms listed after (2): $-0.0041$ from the $\delta^2$ terms and $+0.0012$ from the $\varepsilon$ terms.

The agreement tests the integral, not the omitted orders in $\alpha$. The first-order reduction is now 0.286. Its square is 0.08, which gives a rough scale for possible second-order effects but is not a calculation of them. If $(\alpha/\pi)B$ approaches one, (2) is no longer a useful approximation; for still smaller cuts it even becomes negative.

The coefficient of $\ln\delta\ln(2\varepsilon)$ can be isolated by changing both cuts and taking a mixed difference of $B$. Direct integration gives 4.001, against the derived value 4.

## 7. The other limit: very narrow cones

Now let $\delta\ll\varepsilon\ll1$. A photon below the energy cut may still tilt the charges out of opposite cones. For a soft photon at small angle $\theta$ to one charge, transverse momentum conservation gives an acollinearity of about $z\theta$. To leading logarithmic accuracy, the event then fails when $\theta>\delta$ and either $z>2\varepsilon$ or $z\theta>\delta$.

Define

$$L_\delta=\ln\frac1\delta,\quad L_\varepsilon=\ln\frac1{2\varepsilon},\quad
\lambda=\ln\frac1z,\quad \eta=\ln\frac1\theta.$$

Including both charges, the probability density from Section 1 is $(4\alpha/\pi)d\lambda\,d\eta$. At given $\eta$, failure occurs for $0<\lambda<\max(L_\varepsilon,L_\delta-\eta)$. The area is

$$\int_0^{L_\delta}\!d\eta\,\max(L_\varepsilon,L_\delta-\eta)
=L_\delta L_\varepsilon+\frac12(L_\delta-L_\varepsilon)^2
=\frac12(L_\delta^2+L_\varepsilon^2).$$

The second term is the extra triangle where recoil alone spoils the event. Hence

$$1-f\simeq\frac{2\alpha}{\pi}\left[\ln^2\delta+\ln^2(2\varepsilon)\right],
\qquad \delta\ll\varepsilon\ll1. \tag{3}$$

When $L_\delta=L_\varepsilon$, the triangle disappears and (3) joins the leading term of (2). Equation (3) keeps only squared logarithms. The hard collinear term $3\ln\delta$ is still present in $B$ and is not small at moderate cuts: for $\varepsilon=0.1$, $\delta=0.01$ it is $-13.8$, against $47.6$ from the squared logarithms. Direct integration in the narrow-cone regime gives coefficients 1.999 and 2.000 for the two squared logarithms in $B$, and −0.004 for their product. The third decimals lie within the error of the integration grid. The derived values are 2, 2 and 0.

Both cuts may therefore be small while the product $\ln\delta\ln(2\varepsilon)$ is still the wrong leading term. With this definition of a jet, (2) needs the energy cut to be small enough that discarded photons cannot bend the pair out of the cones. The numerical output below lists the values for both regimes.

## Values computed for the example and the checks

```
All quantities are dimensionless unless a unit is shown
model coupling alpha = 0.007297353
alpha/pi = 0.0023228
axis search: events compared = 394
axis search: three-jet events = 274
axis search: three-jet through recoil = 74
Total-rate corrections in units of alpha/pi, kappa = -0.01:
  real = 9906.05690
  virtual = -9905.28669
  sum = 0.77021
  sum for kappa -> 0 = 0.750000
Case 1: eps = 0.02, delta = 0.1 rad = 5.730 degrees
  eps/(1-eps) = 0.020408
  sin(delta) = 0.099833
  4 ln(delta) ln(2 eps) = 29.6469
  3 ln(delta) = -6.9078
  pi^2/3 - 7/4 = 1.5399
  full bracket B = 24.2791
  B by direct integration = 24.345
  direct minus formula = 0.066
  leading reduction of f = 0.06886
  f, leading term only = 0.93114
  f, full formula = 0.94360
  f, direct integration = 0.94345
Case 2: eps = 0.0001, delta = 0.02 rad = 1.146 degrees
  eps/(1-eps) = 0.000100
  sin(delta) = 0.019999
  4 ln(delta) ln(2 eps) = 133.2778
  3 ln(delta) = -11.7361
  pi^2/3 - 7/4 = 1.5399
  full bracket B = 123.0816
  B by direct integration = 123.079
  direct minus formula = -0.003
  leading reduction of f = 0.30958
  f, leading term only = 0.69042
  f, full formula = 0.71410
  f, direct integration = 0.71411
Logarithmic coefficients of B from direct integration:
  eps << delta: ln(delta) ln(2 eps): 4.001
  delta << eps: ln^2(delta): 1.999
  delta << eps: ln^2(2 eps): 2.000
  delta << eps: ln(delta) ln(2 eps): -0.004
```
